# Mobility Error from Zero-Drain-Bias Charge at Finite Drain Bias: a numerical check

```python
"""
Result under test: mobility extracted from the drain current of a long-channel
transistor with the zero-drain-bias inversion charge Q0 is too low,
    mu_ext / mu = 1 - m*VDS/(2*Vov),
which is 0.95 for m = 1, VDS = 50 mV, Vov = 0.5 V.
Symbols: mu true mobility, VDS drain bias, Vov overdrive (Q0 divided by its
slope against gate voltage), m body factor, V channel potential.
Road A: integrate the channel equation in position and shoot for the current.
Road B: vertical Poisson equation with Boltzmann carriers, charge by quadrature.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
eps_si, eps_ox = 11.7 * const.epsilon_0, 3.9 * const.epsilon_0

# Device parameters (rough typical values)
width = length = 10e-6
t_ox = 5e-9
Na = 3e22
ni_300 = 1e16
gap_eV = 1.12
mu = 300e-4
Vov, VDS = 0.5, 0.05
Cox = eps_ox / t_ox


# ---------- Road A: ideal linear charge, equation solved along the channel
def shoot_current(drain_bias, m=1.0):
    flat = width / length * mu * Cox * Vov * drain_bias

    def miss(scale):
        def slope(x, V):
            return scale * flat / (width * mu * Cox * (Vov - m * V))
        sol = solve_ivp(slope, (0, length), [0.0], rtol=1e-10, atol=1e-13)
        return sol.y[0, -1] - drain_bias

    return flat * brentq(miss, 0.5, 1.05, xtol=1e-12)


def extracted_mobility(current, drain_bias, charge):
    return current * length / (width * charge * drain_bias)


Q0_ideal = Cox * Vov
for m_test in (1.0, 1.3):
    for bias in (0.01, 0.05, 0.1):
        ratio = extracted_mobility(shoot_current(bias, m_test), bias, Q0_ideal) / mu
        assert abs(ratio - (1 - m_test * bias / (2 * Vov))) < 1e-7

I_ideal = shoot_current(VDS)
mu_ext = extracted_mobility(I_ideal, VDS, Q0_ideal)
Q_drain = Cox * (Vov - VDS)
Q_average = 0.5 * (Q0_ideal + Q_drain)
mu_fixed = extracted_mobility(I_ideal, VDS, Q_average)
assert abs(mu_ext / mu - 0.95) < 1e-7
assert abs(mu_fixed / mu - 1) < 1e-7

dV = 1e-3
g_diff = (shoot_current(VDS + dV) - shoot_current(VDS - dV)) / (2 * dV)
mu_diff = g_diff * length / (width * Q0_ideal)
assert abs(mu_diff / mu - (1 - VDS / Vov)) < 1e-5


# ---------- Road B: Poisson equation with Boltzmann electrons and holes
nodes, weights = np.polynomial.legendre.leggauss(200)


def intrinsic_density(T):
    return ni_300 * (T / 300) ** 1.5 * np.exp(
        -gap_eV * q / (2 * kB) * (1 / T - 1 / 300))


def charges(VG, V, cox=Cox, T=300.0):
    """Electron charge, depletion charge, surface field, band bending.
    VG is the gate voltage above flat band."""
    vt = kB * T / q
    minority = (intrinsic_density(T) / Na) ** 2 * np.exp(-V / vt)

    def field(u):
        shape = np.expm1(-u) + u + minority * np.expm1(u)
        return np.sqrt(2 * kB * T * Na / eps_si * shape)

    us = brentq(lambda u: u * vt + eps_si * field(u) / cox - VG,
                1e-3, VG / vt, xtol=1e-12)
    u = 0.5 * us * (nodes + 1)
    w = 0.5 * us * weights * vt / field(u)
    Qi = q * Na * minority * np.sum(w * np.exp(u))
    Qb = q * Na * np.sum(w * -np.expm1(-u))
    return Qi, Qb, field(us), us * vt


def gate_slope(VG, cox=Cox, T=300.0):
    h = 1e-3
    return (charges(VG + h, 0, cox, T)[0] - charges(VG - h, 0, cox, T)[0]) / (2 * h)


def gate_for_overdrive(cox=Cox, T=300.0):
    return brentq(lambda VG: charges(VG, 0, cox, T)[0]
                  / gate_slope(VG, cox, T) - Vov, 0.9, 2.6, xtol=1e-9)


x8, w8 = np.polynomial.legendre.leggauss(8)


def shortfall(VG, bias, cox=Cox, T=300.0, mobility_power=0.0):
    """1 - mu_ext/mu, with mu taken at the source end."""
    Qs, Bs = charges(VG, 0, cox, T)[:2]
    total = 0.0
    for x, w in zip(x8, w8):
        Qi, Qb = charges(VG, 0.5 * bias * (x + 1), cox, T)[:2]
        field_ratio = (Qb + Qi / 2) / (Bs + Qs / 2)
        total += 0.5 * w * Qi / Qs * field_ratio ** (-mobility_power)
    return 1 - total


VG = gate_for_overdrive()
Qi0, Qb0, Es, psi_s = charges(VG, 0)
assert abs((Qi0 + Qb0) / (eps_si * Es) - 1) < 1e-5      # Gauss's law

h = 1e-3
slope_V = (charges(VG, h)[0] - charges(VG, -h)[0]) / (2 * h)
m_poisson = -slope_V / gate_slope(VG)
two_phi = 2 * kB * 300 / q * np.log(Na / ni_300)
C_dep = np.sqrt(eps_si * q * Na / (2 * two_phi))
m_formula = 1 + C_dep / Cox
assert abs(m_poisson - m_formula) < 0.015

short = shortfall(VG, VDS)
short_formula = m_formula * VDS / (2 * Vov)
assert abs(short - short_formula) < 0.002
Qi_drain = charges(VG, VDS)[0]
end_average = 0.5 * (Qi0 + Qi_drain) / Qi0
residual = (1 - short) / end_average - 1
assert abs(residual) < 5e-4
I_poisson = width / length * mu * Qi0 * VDS * (1 - short)

# Other choice of threshold: band bending equal to twice the Fermi potential
VT_band = brentq(lambda g: charges(g, 0)[3] - two_phi, 0.5, 1.6)
short_band = shortfall(VT_band + Vov, VDS)
assert short_band > short

# ---------- Sizes of neglected effects
short_mobility = shortfall(VG, VDS, mobility_power=0.3)
dark = 1e-9
cox_dark = eps_ox / (t_ox + dark * eps_ox / eps_si)
short_dark = shortfall(gate_for_overdrive(cox_dark), VDS, cox_dark)
short_hot = shortfall(gate_for_overdrive(Cox, 400.0), VDS, Cox, 400.0)
R_series = 1000e-6 / width
R_channel = VDS / I_ideal
series_loss = R_series / (R_series + R_channel)
v_sat = 1e5
velocity_loss = mu * VDS / (length * v_sat)
dos_kT = 2 * 0.19 * m0 / (np.pi * hbar ** 2) * kB * 300
filling = Qi0 / q / dos_kT
E_ox = eps_si * Es / eps_ox
V_ox = E_ox * t_ox
barrier, m_ox = 3.1, 0.42 * m0
z, wz = 0.5 * t_ox * (nodes + 1), 0.5 * t_ox * weights
kappa = np.sqrt(2 * m_ox * q * (barrier - E_ox * z)) / hbar
attempt = 1e14
I_gate = Qi0 * attempt * np.exp(-2 * np.sum(wz * kappa)) * width * length
assert V_ox < barrier and I_gate < 1e-6 * I_ideal

# ---------- Printed results
print(f"Width and length: {width*1e6:.0f} um each; oxide: {t_ox*1e9:.0f} nm")
print(f"Acceptor density: {Na*1e-6:.1e} cm^-3; temperature: 300 K")
print(f"Intrinsic density used: {ni_300*1e-6:.1e} cm^-3")
print(f"True mobility: {mu*1e4:.0f} cm2/Vs")
print(f"Overdrive: {Vov:.2f} V; drain bias: {VDS*1e3:.0f} mV")
print(f"Oxide capacitance: {Cox*100:.4f} uF/cm2")
print("IDEAL LINEAR CHARGE, m = 1")
print(f"Source charge Q0: {Q0_ideal*100:.4f} uC/cm2")
print(f"Drain-end charge: {Q_drain*100:.4f} uC/cm2")
print(f"Average charge: {Q_average*100:.4f} uC/cm2")
print(f"Drain current: {I_ideal*1e6:.3f} uA")
print(f"Extracted mobility with Q0: {mu_ext*1e4:.2f} cm2/Vs")
print(f"Shortfall: {100*(1-mu_ext/mu):.3f} percent")
print(f"Mobility with average charge: {mu_fixed*1e4:.2f} cm2/Vs")
print(f"Correction factor mu/mu_ext: {mu/mu_ext:.4f}")
print(f"Mobility from dI/dVDS with Q0: {mu_diff*1e4:.2f} cm2/Vs")
print("SHORTFALL AGAINST DRAIN BIAS (ideal; Poisson), percent")
for bias in (0.01, 0.02, 0.05, 0.1):
    ideal = 1 - extracted_mobility(shoot_current(bias), bias, Q0_ideal) / mu
    print(f"  {bias*1e3:.0f} mV: {100*ideal:.2f}; {100*shortfall(VG, bias):.2f}")
print("POISSON MODEL OF THE BULK TRANSISTOR")
print(f"Gate voltage above flat band: {VG:.3f} V")
print(f"Twice the Fermi potential: {two_phi:.3f} V")
print(f"Surface band bending: {psi_s:.3f} V")
print(f"Source inversion charge: {Qi0*100:.4f} uC/cm2")
print(f"Depletion capacitance: {C_dep*100:.4f} uF/cm2")
print(f"Body factor, formula: {m_formula:.3f}; Poisson: {m_poisson:.3f}")
print(f"Shortfall, formula: {100*short_formula:.2f} percent")
print(f"Shortfall, Poisson: {100*short:.2f} percent")
print(f"Drain current, Poisson: {I_poisson*1e6:.3f} uA")
print(f"Extracted mobility, Poisson: {mu*(1-short)*1e4:.1f} cm2/Vs")
print(f"Error left after end-average cure: {100*residual:.4f} percent")
print(f"Shortfall if 0.5 V is from band-bending threshold: {100*short_band:.2f} percent")
print("NEGLECTED EFFECTS")
print(f"Shortfall with mobility ~ field^-0.3: {100*short_mobility:.2f} percent")
print(f"Shortfall with 1 nm charge displacement: {100*short_dark:.2f} percent")
print(f"Shortfall at 400 K: {100*short_hot:.2f} percent")
print(f"Series resistance assumed: {R_series:.0f} ohm; channel: {R_channel:.0f} ohm")
print(f"Extra loss from series resistance: {100*series_loss:.2f} percent")
print(f"Extra loss from velocity saturation: {100*velocity_loss:.2f} percent")
print(f"Electron density / (lowest-subband states in kT): {filling:.2f}")
print(f"Oxide field: {E_ox*1e-8:.2f} MV/cm; oxide voltage: {V_ox:.2f} V")
print(f"Gate tunnelling current, rough estimate: {I_gate:.0e} A")
print("PASS")
```

Running it gives:

```
Width and length: 10 um each; oxide: 5 nm
Acceptor density: 3.0e+16 cm^-3; temperature: 300 K
Intrinsic density used: 1.0e+10 cm^-3
True mobility: 300 cm2/Vs
Overdrive: 0.50 V; drain bias: 50 mV
Oxide capacitance: 0.6906 uF/cm2
IDEAL LINEAR CHARGE, m = 1
Source charge Q0: 0.3453 uC/cm2
Drain-end charge: 0.3108 uC/cm2
Average charge: 0.3280 uC/cm2
Drain current: 4.921 uA
Extracted mobility with Q0: 285.00 cm2/Vs
Shortfall: 5.000 percent
Mobility with average charge: 300.00 cm2/Vs
Correction factor mu/mu_ext: 1.0526
Mobility from dI/dVDS with Q0: 270.00 cm2/Vs
SHORTFALL AGAINST DRAIN BIAS (ideal; Poisson), percent
  10 mV: 1.00; 1.09
  20 mV: 2.00; 2.17
  50 mV: 5.00; 5.41
  100 mV: 10.00; 10.78
POISSON MODEL OF THE BULK TRANSISTOR
Gate voltage above flat band: 1.528 V
Twice the Fermi potential: 0.771 V
Surface band bending: 0.937 V
Source inversion charge: 0.3156 uC/cm2
Depletion capacitance: 0.0568 uF/cm2
Body factor, formula: 1.082; Poisson: 1.086
Shortfall, formula: 5.41 percent
Shortfall, Poisson: 5.41 percent
Drain current, Poisson: 4.478 uA
Extracted mobility, Poisson: 283.8 cm2/Vs
Error left after end-average cure: -0.0101 percent
Shortfall if 0.5 V is from band-bending threshold: 7.09 percent
NEGLECTED EFFECTS
Shortfall with mobility ~ field^-0.3: 4.59 percent
Shortfall with 1 nm charge displacement: 5.44 percent
Shortfall at 400 K: 5.46 percent
Series resistance assumed: 100 ohm; channel: 10161 ohm
Extra loss from series resistance: 0.97 percent
Extra loss from velocity saturation: 0.15 percent
Electron density / (lowest-subband states in kT): 0.48
Oxide field: 1.18 MV/cm; oxide voltage: 0.59 V
Gate tunnelling current, rough estimate: 2e-23 A
PASS
```
